# Why averaging E and F cancels quadratic smearing error in metallic oxides

**Why does averaging the internal energy and the Fermi-Dirac free energy cancel the leading quadratic smearing error in a metallic, oxygen-deficient oxide calculation?**

Smearing promotes electrons across the Fermi level and raises the internal energy. It also creates entropy, whose term in the free energy is twice as large and of opposite sign. In a smooth metal the free energy therefore falls by as much as the internal energy rises, at leading order, because the entropy grows linearly with the width.

Let $\tau=k_BT$ be the smearing width, $S$ the entropy in units of $k_B$, and $E$ the internal energy without the entropy term. Then

$$F=E-\tau S .$$

The target is $E_0$, the energy at zero width. Geometry, electron number $N$ and electronic phase are held fixed, and the energy functional has no explicit dependence on $\tau$.

## The mechanism

A self-consistent calculation makes $F$ stationary with respect to orbitals and occupations at fixed $N$. When $\tau$ changes, their response therefore contributes nothing to the first derivative. The explicit factor in $-\tau S$ remains:

$$\frac{dF}{d\tau}=-S,\qquad F-E_0=-\int_0^\tau S(t)\,dt .$$

In a metal, a number of electrons proportional to $\tau$ lies in the thermally active window, so $S=2A\tau$ at leading order. The integral is the area of a triangle, $A\tau^2=\tau S/2$. Hence

$$F-E_0=-\tfrac12\tau S,\qquad E-E_0=(F-E_0)+\tau S=+\tfrac12\tau S .$$

The average removes both shifts. To see what this depends on, suppose that $F$ contains a term $C\tau^p$. Since $E=F-\tau\,dF/d\tau$, the term becomes $(1-p)C\tau^p$ in $E$, and in the average

$$\frac{C\tau^p+(1-p)C\tau^p}{2}=\left(1-\frac p2\right)C\tau^p .$$

It vanishes for $p=2$ and for no other power. The cancellation thus needs a leading term that really is quadratic.

## Where the quadratic term comes from

Let $D(\varepsilon)$ be the density of states for both spins. For fixed bands the grand potential is

$$\Omega=-\tau\int D(\varepsilon)\ln\!\left[1+e^{(\mu-\varepsilon)/\tau}\right]d\varepsilon .$$

The identity $\ln(1+e^y)=\max(y,0)+\ln(1+e^{-|y|})$ separates the zero-width part $\Omega_0$. With $\varepsilon=\mu+\tau u$,

$$\Omega-\Omega_0=-\tau^2\int D(\mu+\tau u)\ln(1+e^{-|u|})\,du .$$

If $D$ is smooth over several $\tau$, it can be expanded in $u$. Odd powers cancel between the two sides of the Fermi level. Expanding the logarithm and integrating term by term gives

$$\int_0^\infty\ln(1+e^{-u})du=\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}{k^2}=\frac{\pi^2}{12},$$

$$\int_0^\infty u^2\ln(1+e^{-u})du=2\sum_{k=1}^{\infty}\frac{(-1)^{k+1}}{k^4}=\frac{7\pi^4}{360}.$$

Both sides of the Fermi level contribute, and the second-order Taylor term carries a factor $1/2$. Therefore

$$\Omega=\Omega_0-aD\tau^2-cD''\tau^4+\cdots,\qquad a=\frac{\pi^2}{6},\quad c=\frac{7\pi^4}{360}.$$

The calculation fixes $N$, not $\mu$. Write $\mu=\mu_0+\delta$ and use $F=\Omega+\mu N$, which is stationary in $\mu$. Because $\Omega_0''=-D$,

$$F=E_0-\frac{D\delta^2}{2}-a(D+D'\delta)\tau^2-cD''\tau^4+\cdots .$$

Stationarity gives $\delta=-aD'\tau^2/D$. Substitution turns the two terms containing $\delta$ into $-a^2D'^2\tau^4/(2D)+a^2D'^2\tau^4/D$, so

$$F=E_0-A\tau^2+B\tau^4+\cdots,\quad A=aD,\quad B=\frac{a^2D'^2}{2D}-cD'' .$$

The rule for powers then yields

$$E=E_0+A\tau^2-3B\tau^4+\cdots,\qquad \frac{E+F}{2}=E_0-B\tau^4+\cdots .$$

## Does self-consistency spoil it?

In a reduced oxide, smearing can move charge between vacancy and cation states. Consider a vacancy band $v$ and a cation $d$ band with $n_v+n_d=N$ and a spin-restricted mean-field repulsion $U_vn_v^2/4+U_dn_d^2/4$.

Let $y$ be the change of $n_v$ from its zero-width value. For one band, the second derivative of its energy with respect to its electron number is $1/D_i$, because $d\mu_i/dn_i=1/D_i$. The total curvature is

$$K=\frac1{D_v}+\frac1{D_d}+\frac{U_v+U_d}{2}.$$

Moving charge also changes the densities of states at the two Fermi points. Since $n_d$ falls when $n_v$ rises,

$$\frac{d(D_v+D_d)}{dy}=g=\frac{D_v'}{D_v}-\frac{D_d'}{D_d}.$$

Through fourth order in $\tau$, the free energy before minimization over $y$ is

$$F=E_0+\frac{Ky^2}{2}-a(D_v+D_d)\tau^2-agy\tau^2+(B_v+B_d)\tau^4 .$$

The minimum lies at $y=ag\tau^2/K$, so

$$A=a(D_v+D_d),\qquad B=B_v+B_d-\frac{a^2g^2}{2K}.$$

The charge moves at order $\tau^2$, but its effect on $F$ starts at $\tau^4$. Self-consistency changes the remainder and leaves the cancellation intact.

## A metallic filament in numbers

The example uses rough, round parameters for a strongly oxygen-deficient titanium-oxide filament. Energies are per vacancy. Two electrons share bands with half-widths $W_v=1.0$ and $W_d=1.5$ eV, bare centres at 0 and 1.6 eV, and repulsions $U_v=0.6$ and $U_d=0.4$ eV. Each density of states is semi-elliptic,

$$D_i=\frac{4}{\pi W_i}\sqrt{1-x_i^2},$$

where $x_i$ is the energy measured from the shifted band centre in units of $W_i$.

Equating the two Fermi levels gives $n_v=1.589$ and $n_d=0.411$. At that level $D_v=1.1155$ and $D_d=0.7436$ eV$^{-1}$, so

$$A=1.645\,(1.1155+0.7436)=3.058\ \mathrm{eV^{-1}}.$$

The derivatives are $D_v'=-0.7007$ and $D_d'=0.3114$ eV$^{-2}$, and $D_v''=-1.8935$ and $D_d''=-0.5610$ eV$^{-3}$. They give $B_v+B_d=5.421$ eV$^{-3}$. With $g=-1.047$ eV$^{-1}$ and $K=2.741$ eV, charge transfer between the bands subtracts 0.541, leaving $B=4.880$ eV$^{-3}$. (The transfer also occurs for rigid bands with a common Fermi level: dropping the repulsion from $K$ gives $K=2.241$ eV, a subtraction of 0.662 and a coefficient of 4.759 eV$^{-3}$. The repulsion itself thus raises the coefficient by about 0.12.) Explicit self-consistent occupation sums, extrapolated to small width, give the same $A$ and $B$ to the digits quoted here.

For $\tau=0.10$ eV, or 1160 K,

$$A\tau^2=30.6\ \mathrm{meV},\qquad B\tau^4=0.49\ \mathrm{meV}.$$

The full calculation gives errors relative to $E_0$ of $+28.9$ meV for $E$, $-30.0$ meV for $F$ and $-0.58$ meV ($-2.1\times10^{-5}$ Hartree) for the average. The difference between $-0.58$ and $-0.49$ meV comes from terms beyond $\tau^4$.

At $\tau=0.30$ eV the average is wrong by $-25.5$ meV, whereas the quartic term alone predicts $-39.5$ meV. The top of the vacancy band is 0.52 eV above the Fermi level, so the active window now reaches a band edge and the local expansion is no longer reliable.

## Why this matters for a vacancy energy

A stoichiometric wide-gap oxide has no comparable quadratic error. As a simple stand-in, raising the $d$ centre to 6.0 eV gives the model a filled band below a gap of 2.9 eV, and at $\tau=0.10$ eV its errors in both $E$ and $F$ are below $10^{-4}$ meV; with a gap of 1.8 eV the error in $E$ is still only about $10^{-2}$ meV. Subtracting such a reference from the metallic cell leaves the metallic error in the formation energy: in this model about $-30$ meV per vacancy if $F$ is used, and $-0.6$ meV with the average.

A small width is not automatically safer. With 20 sampling points per band, the average differs from its converged sum by 1.19 meV at $\tau=0.02$ eV, but by about 0.001 meV at 0.10 eV. These figures are for Gauss-Chebyshev points matched to the band shape; between 16 and 24 points the narrow-width error changes sign and ranges from about 0.7 to 2.1 meV in size. In this example the wider smearing gives the smaller total error, because the coarse sum cannot resolve the sharper Fermi step. Width and sampling have to be converged together.

Forces need separate care. Stationarity gives the usual Hellmann-Feynman derivative for $F$. For a parameter $\lambda$, the average obeys

$$\frac{d}{d\lambda}\frac{E+F}{2}=\frac{dF}{d\lambda}+\frac{\tau}{2}\frac{dS}{d\lambda}.$$

Forces from $F$ thus generally keep a quadratic error. Taking the vacancy level as $\lambda$ at $\tau=0.05$ eV, the derivative of $F$ is 1.58762, that of the average is 1.58923, and the zero-width value is 1.58921. If a stable structure is relaxed with the forces of $F$, its displacement is of order $\tau^2$. The resulting cost in $E_0$ is quadratic in that displacement, hence of order $\tau^4$, so the averaged energy still has no $\tau^2$ error.

## When the cancellation fails

Take an isolated vacancy orbital that holds one electron, half in each spin state. Its entropy is $2\ln2$ at any width, so $F=E_0-2\tau\ln2$ while $E=E_0$. This is the case $p=1$, and the average is wrong by $-\tau\ln2=-69.3$ meV at $\tau=0.10$ eV. A very narrow half-filled band gives $-68.5$ meV. A spin-polarized solution with whole occupations and a gap much larger than $\tau$ would not have this entropy.

A kink in the density of states at the Fermi level also matters. If $D=D_0+s|\varepsilon-\mu|$, the integral for $\Omega$ acquires the term $-2\eta(3)s\tau^3$, with $\eta(3)=\sum_{k\ge1}(-1)^{k+1}/k^3$. The symmetry of $D$ keeps $\mu$ fixed. The rule with $p=3$ leaves $+\eta(3)s\tau^3$ in the average, which is 0.90 meV for $s=1$ eV$^{-2}$ and $\tau=0.10$ eV.

## Relation to a real filament

Conducting filaments in titanium oxide can contain metallic, oxygen-poor phases, and that is the regime intended here. The separate, broad vacancy band is an idealization: a half-width of 1 eV is large for dilute vacancies, and the extra electrons in reduced titanium oxides often reside mainly on titanium. The model $d$ band also holds only two states per vacancy, whereas a phase such as Ti$_4$O$_7$ has 24 $t_{2g}$ states per vacancy. Two electrons in a 24-state semi-elliptic band of half-width 1.0 to 1.5 eV lie only 0.3 to 0.4 eV above the band bottom, and at $\tau=0.10$ eV the errors become $-110$ to $-160$ meV for $F$ and $-4$ to $-13$ meV for the average. The magnitudes quoted above therefore belong to the model and must be recomputed for a real phase. If the two bands rise in energy together, so that their levels do not cross, adding a 0.2 eV coupling between them changes the average's error at $\tau=0.10$ eV only from $-0.58$ to $-0.62$ meV. This does not cover bands that cross at the Fermi level: coupling can open a gap there, the density of states is then no longer smooth over $\tau$, and the cancellation can fail. The products $U_iD_i/2$ are 0.33 and 0.15, below the mean-field threshold of 1 for uniform spin polarization. This rests on the small repulsions chosen: with both tripled, the vacancy band polarizes. Localization is the more serious departure, since an isolated orbital with half-filled spin states raises the error to tens of meV at $\tau=0.10$ eV. Lattice relaxation and disorder beyond a smooth band are not sized here.

The average estimates the zero-width energy of the chosen functional; it does not correct that functional. If the electronic free energy at the temperature of use is wanted, $F$ should be evaluated at that temperature. At 300 K the model gives $F-E_0=-2.0$ meV per vacancy, a physical contribution that the average is designed to remove. The remaining values are in the numerical output below.

## Numbers as computed

```
Energies are per vacancy
half-widths v, d: 1.0, 1.5 eV
centres v, d: 0.0, 1.6 eV
repulsions v, d: 0.6, 0.4 eV
electrons per vacancy: 2
zero-width energy E0: 0.339523 eV
zero-width v, d electrons: 1.58921, 0.41079
zero-width Fermi level: 0.95892 eV
Fermi level to top of v band: 0.5178 eV
D of v, d: 1.1155, 0.7436 1/eV
D' of v, d: -0.7007, 0.3114 1/eV^2
D'' of v, d: -1.8935, -0.5610 1/eV^3
g: -1.0470 1/eV; K: 2.7412 eV
A formula, measured: 3.05811, 3.05811 1/eV
B formula, measured: 4.8801, 4.8798 1/eV^3
B without density response: 5.4211 1/eV^3
measured powers of F, average: 1.999, 4.008
width (eV): errors of E, F, average (meV)
  0.05: 7.549, -7.614, -0.032
  0.10: 28.868, -30.036, -0.584
  0.15: 60.396, -65.968, -2.786
  0.20: 98.801, -113.723, -7.461
  0.30: 187.768, -238.748, -25.490
temperature for width 0.10 eV: 1160 K
average error at 0.10 eV: -2.146e-05 Hartree
-A tau^2 at 0.10 eV: -30.581 meV
-B tau^4 at 0.10 eV: -0.488 meV
S, -dF/dtau at 0.10 eV: 0.58904, 0.58904
dF/dev, nv at 0.05 eV: 1.587616, 1.587616
d(average)/dev at 0.05 eV: 1.589234
zero-width dE0/dev = nv: 1.589209
insulator d centre: 6.0 eV
insulator E error at 0.10 eV: 5.80e-05 meV
insulator F error at 0.10 eV: -3.63e-06 meV
isolated-level average error, 0.10 eV: -68.47 meV
-tau ln 2 at 0.10 eV: -69.31 meV
kink average error at 0.10 eV: 0.9015 meV
hybridization tried: 0.2 eV
hybrid F error at 0.10 eV: -29.457 meV
hybrid average error, 0.10 eV: -0.617 meV
20-point sampling error, 0.02 eV: 1.1934 meV
20-point sampling error, 0.10 eV: -0.0009 meV
k_B T at 300 K: 25.852 meV
physical F - E0 at 300 K: -2.042 meV
spin-instability products v, d: 0.335, 0.149
```
